Work function of a metal from surface dipole and bulk chemical potential

A metal occupies the half-space x < 0 and vacuum the half-space x > 0. The work function W is the least energy needed to take one electron from the neutral metal, in its ground state, to rest just outside the face. The problem is to find which part of W belongs to the surface and which to the bulk, and to evaluate both for a simple model.

Hartree atomic units are used: energies are in hartree, lengths in bohr, and the electron has charge −1. The electron number density is n and the positive charge density is n₊. The electrostatic potential is φ, and v = −φ is the electrostatic potential energy of an electron. The face is clean, laterally uniform on the scale of many atoms, and wide. There is no macroscopic electric field in the metal or in the vacuum when the metal is neutral.

**(a) Express W through the total energy of the metal, and reduce it to a potential energy and a chemical potential.**

Let E(N) be the ground-state energy of the neutral metal with N electrons. In the final state the metal has N − 1 electrons and the removed electron rests at a distance d from the face. This distance is large compared with atomic lengths but small compared with the width R of the face. The potential energy there, produced by the neutral metal, is called v(∞). "Infinity" means just outside this face: far beyond the body, the potential may differ if other faces have different surface dipoles.

The removed electron also interacts with the charge it induces on the metal. This image energy is −1/(4d), and it vanishes as d grows. Its attraction to the net positive charge left on the body is of order 1/R and vanishes for a large body. Hence

W = [E(N−1) + v(∞)] − E(N).

Now make the body large. Removing an electron leaves one unit of positive charge, which a metal spreads over its surface. The charging energy is 1/(2C), where the capacitance C is proportional to R. Therefore

E(N−1) = E(N) − μ + 1/(2C) + …,

where μ = dE/dN at neutrality. As R → ∞ the charging term vanishes, and

W = v(∞) − μ.

A metal is needed here because it has no gap: the derivative dE/dN is then the same for adding and removing an electron. In an insulator the two differ, and μ would have to be replaced by the removal value.

The result does not depend on the zero of potential. Raising v everywhere by a constant c leaves the energy of the neutral metal unchanged. It lowers E(N−1) by c, because that system has net charge +1. Thus μ = E(N) − E(N−1) rises by c, as does v(∞), and the difference is unaffected.

**(b) Separate μ into an electrostatic part and a remainder that is a property of the bulk.**

Write the energy as a functional of the density,

E[n] = E_es[n] + G[n].

E_es is the classical electrostatic energy of all the charges. G contains the kinetic energy of non-interacting electrons and the exchange-correlation energy. Adding a small electron density at r changes E_es by the potential energy at that point, so δE_es/δn(r) = v(r).

The ground state minimizes E at fixed N. With a Lagrange multiplier λ for the number of electrons, the condition is

v(r) + δG/δn(r) = λ.

To identify λ, let the density change by δn₁(r), with integral δN. Then

δE = ∫ [v + δG/δn] δn₁ d³r = λ δN,

so λ = dE/dN = μ. The sum on the left is therefore the same at every point, although each term varies across the surface. In Kohn-Sham theory μ is the Fermi level ε_F, since an added electron enters the lowest empty state and the first-order effect of density relaxation vanishes.

Let ⟨v⟩ be the mean of v over a unit cell deep inside the metal. Subtract it from both terms of W:

W = [v(∞) − ⟨v⟩] − [μ − ⟨v⟩].

Define

D = v(∞) − ⟨v⟩,

μ̄ = μ − ⟨v⟩.

Then

W = D − μ̄.

Averaging the minimum condition over the interior cell gives μ̄ = ⟨δG/δn⟩. The interior charge density is that of the infinite crystal. It fixes v up to a constant, and measuring energies from ⟨v⟩ removes that constant. The Kohn-Sham bands relative to ⟨v⟩ are then bulk quantities, provided that the exchange-correlation potential deep inside is determined by the density nearby. Neutrality fixes how far the bands are filled. Under this condition μ̄ does not depend on the surface, whereas D does.

**(c) For a uniform positive background, express D through the charge at the surface. Trace the sign.**

This model is called jellium. All quantities depend on x alone, and the interior potential tends to the constant ⟨v⟩. Define the electron excess

δn(x) = n(x) − n₊(x).

The charge density is ρ = n₊ − n = −δn. Poisson's equation φ″ = −4πρ gives φ″ = 4π δn, and since v = −φ,

v″ = −4π δn.

Integrate v′ from deep inside to far outside, then integrate by parts:

D = ∫ v′ dx = [x v′] − ∫ x v″ dx.

The boundary term vanishes because there is no field in the vacuum, and because x v′ → 0 in the interior. Substituting Poisson's equation gives

D = 4π ∫ x δn(x) dx.

The moment is that of the electron excess. In terms of charge density it reads D = −4π ∫ x ρ dx. If electrons spill outwards, δn is positive at larger x and negative at smaller x. The moment is then positive, and an electron must climb the barrier D to leave.

The origin of x is immaterial. Moving it by x₀ changes the integral by x₀ ∫ δn dx. One integration of Poisson's equation gives ∫ δn dx = −[v′]/(4π) = 0. If the surface carried net charge, there would be a field outside, v(∞) would depend on d, and this form of D would fail.

**(d) In a crystal the interior charge oscillates from layer to layer. What replaces the moment in (c)?**

Let v(x) and δn(x) now denote averages over planes parallel to the face, and let a be their interior period. The integral of x δn no longer converges, since its integrand oscillates with growing amplitude. Suppose it is cut at a plane x = c inside the metal, with distances measured from that plane. Integration by parts gives

4π ∫_c^∞ (x − c) δn dx = −[(x − c) v′] + ∫_c^∞ v′ dx = v(∞) − v(c).

The bracket vanishes at the lower limit because x = c, and at the upper limit because v′ = 0. The cut moment therefore measures the barrier from the potential at the cut, rather than from the cell mean.

The cure is a running average over one period,

f̄(x) = (1/a) ∫_{−a/2}^{a/2} f(x + s) ds.

Inside the crystal v̄ is constant and equals ⟨v⟩. The averaged excess δn̄ vanishes there because each cell is neutral. In the vacuum v̄ = v(∞). Averaging commutes with differentiation, so v̄″ = −4π δn̄, and the steps of (c) give

D = 4π ∫ x δn̄(x) dx.

A layered model shows the size of the effect. Take mean electron density n̄ = 0.003730 bohr⁻³ and ten ion layers with spacing a = 5 bohr. Each layer has charge n̄a per unit area and a Gaussian profile of standard deviation s = 0.5 bohr. The electrons form a uniform slab whose edges lie a/2 beyond the outermost layers, smoothed by a Gaussian of standard deviation σ = 1.5 bohr.

The barrier can be found by hand. Put the origin at the right-hand edge. Moving a sharp edge of density n̄ outwards by t adds the moment ∫₀^t n̄x dx = n̄t²/2, and the same expression holds for negative t. Smoothing an edge with a symmetric distribution of shifts of variance V therefore adds n̄V/2. For the electrons, Gaussian smoothing and the running average give V = σ² + a²/12. For the ions, the running average turns each thin layer into a block of density n̄ and width a. The blocks join into a slab with the same sharp edge, which the Gaussian smooths with V = s². Thus

D = 4π (n̄/2)(σ² + a²/12 − s²) = 2πn̄(σ² + a²/12 − s²).

With the numbers inserted,

D = 2π × 0.003730 × (2.250 + 2.083 − 0.250) = 0.0957 hartree.

Summing the potential −2π|x − x′| of every charged plane, and averaging it over the central cell, also gives 0.0957 hartree. The cut moment, multiplied by 4π, is 0.0527 hartree for a cut midway between layers and 0.1525 hartree for a cut through a layer. The second is larger because an electron has lower potential energy at a positive layer.

The term a²/12 remains even if the electron edge is sharp. In a crystal, D thus contains the arrangement of charge within the cells as well as the spill-out of electrons.

**(e) Find μ̄ for jellium in the local density approximation, with r_s = 4 bohr.**

The radius r_s is that of a sphere containing one electron on average, so n̄ = 3/(4πr_s³) = 0.003730 bohr⁻³. The Fermi wave number is

k_F = (3π²n̄)^(1/3) = 0.47979 bohr⁻¹.

In the uniform interior G has the density per unit volume

g(n) = n [3k_F²/10 + ε_xc(n)],

and μ̄ = dg/dn. Since k_F² is proportional to n^(2/3), the kinetic term is proportional to n^(5/3). Its derivative is (5/3)(3k_F²/10) = k_F²/2. The remaining term defines v_xc = d(nε_xc)/dn, so

μ̄ = k_F²/2 + v_xc(n̄).

For exchange, ε_x = −(3/4)(3n/π)^(1/3). The product nε_x is proportional to n^(4/3), hence

v_x = (4/3)ε_x = −(3n/π)^(1/3) = −k_F/π.

For correlation, use the Wigner form ε_c = −0.44/(r_s + 7.8). Since dr_s/dn = −r_s/(3n),

v_c = ε_c − (r_s/3) dε_c/dr_s

= −0.44/(r_s + 7.8) − (r_s/3) × 0.44/(r_s + 7.8)²

= −0.44(7.8 + 4r_s/3)/(r_s + 7.8)².

At r_s = 4 bohr, v_x + v_c = −0.1527 − 0.0415 = −0.1942 hartree. The kinetic part is k_F²/2 = 0.1151 hartree. Therefore

μ̄ = 0.11510 − 0.19422 = −0.07912 hartree = −2.15 eV.

The negative sign means that, at this density, exchange and correlation would bind the electrons even without a dipole barrier. At high density the kinetic term wins. With exchange alone, μ̄ changes sign when k_F/2 = 1/π, or k_F = 2/π. Since k_F r_s = 1.919, this occurs at r_s ≈ 3.0 bohr; correlation moves the crossing to smaller r_s. Where μ̄ is positive, a positive W requires D > μ̄.

**(f) Find D and W for a sharp jellium edge, and compare W with the energy needed to move charge into the vacuum.**

The density at the edge has to be found numerically. Consider a slab 80 bohr thick, with z measured from its midplane and 20 bohr of vacuum on each side. The Kohn-Sham equation along z is solved by finite differences with a step of 0.1 bohr. Motion parallel to the faces is free, so each level along z carries a two-dimensional subband, filled up to ε_F. Density and potential are iterated to self-consistency.

Beyond one edge there are 0.002005 electrons per bohr². Near the edge the density also has Friedel oscillations, whose wavelength is half the Fermi wavelength, π/k_F = 6.55 bohr. A running average over 6.5 bohr suppresses their remnant at the midplane. Integrating from there outwards gives a first moment of 0.002651 bohr⁻¹, and

D = 4π × 0.002651 = 0.0333 hartree = 0.91 eV.

By symmetry each half of the slab is neutral. The charge outside the edge is therefore balanced by an equal net deficit inside, and the centroids of the two are about 0.002651/0.002005 ≈ 1.3 bohr apart. The ratio is approximate, because the moment was averaged to remove the Friedel remnant at the midplane. Combining D with the bulk value from (e),

W = 0.03332 − (−0.07912) = 0.11244 hartree = 3.06 eV.

The definition of W can be used directly. Take η electrons per unit area from the slab and place half of them on a thin sheet 15 bohr outside each face. The whole system remains neutral, so its energy per area E(η) is well defined. To first order, removal from the slab contributes −μη and placement on the sheets contributes v(∞)η. The field between slab and sheets adds an energy proportional to η², which cancels in the difference

W = [E(η) − E(−η)]/(2η).

Here −η means that electrons are added to the slab and positive charge is placed on the sheets. With η = 2 × 10⁻⁵ bohr⁻², the self-consistent total energies give W = 0.11236 hartree. This differs from the value above by 0.002 eV. The difference arises because the finite slab has an interior μ̄ of −0.07904 hartree instead of the bulk −0.07912 hartree. Indeed, 0.03332 + 0.07904 = 0.11236 hartree.

The density difference between the two charged slabs shows where the removed electrons come from. The central region |z| < 20 bohr, half of the slab, supplies about 1% of them. Their mean position is 1.25 bohr outside the positive edge. Both figures vary with thickness: between 80 and 84 bohr the share from the central half of the slab falls from 1% to about 0.5%, and the mean position moves by about 0.02 bohr, to 1.23 bohr. This is the surface charge assumed in (a).

Thickness limits the accuracy. For slabs of 40, 60 and 80 bohr, D is 0.0327, 0.0330 and 0.0333 hartree, while the interior μ̄ stays within 0.0002 hartree of the bulk value. These slabs hold 6, 9 and 13 occupied subbands. The rise in D is not a steady drift, because W oscillates with thickness. The difference v(∞) − ε_F is 3.057, 3.066, 3.074, 3.072 and 3.063 eV for 80, 80.8, 82.4, 84 and 85.6 bohr, and it lies between 3.064 and 3.071 eV for slabs from 120 to 126 bohr taken in steps of 1 bohr. The 80 bohr slab thus lies low in the oscillation, and thicker slabs give about 3.07 eV. D follows the same pattern: slabs from 120 to 126 bohr give 0.0335 to 0.0337 hartree (0.91 to 0.92 eV), against 0.0333 hartree at 80 bohr. The second decimal of the value 3.06 eV is therefore uncertain by about one unit.

**(g) Replace the sharp positive edge by a gradual one. What changes, and how far does the separation into D and μ̄ have a meaning of its own?**

Let the positive density fall linearly from n̄ to zero over a width w = 6 bohr, centred on the former edge. The bulk is the same, so (b) predicts that W and D change by equal amounts.

First hold the electrons fixed. The ramp is a sharp edge smoothed by uniformly distributed shifts, with variance w²/12. By the rule in (d), the positive moment rises by n̄w²/24. Positive charge enters δn with a minus sign, so the barrier would change by

−4πn̄w²/24 = −πn̄w²/6 = −0.070 hartree.

The electrons respond by moving outwards too, which restores part of the barrier. The self-consistent 80 bohr slab gives D = 0.01868 hartree and W = 0.09780 hartree. The changes from the sharp edge are

ΔD = −0.0146 hartree, ΔW = −0.0146 hartree,

or −0.40 eV in each case. The electronic response has thus cancelled about 0.056 of the 0.070 hartree, or 79%. These figures share the thickness oscillation of (f): slabs of 82.4, 84 and 123 bohr give changes between −0.0149 and −0.0152 hartree, or −0.41 eV, and a cancelled share of 78 to 79%. The interior μ̄ is −0.07904 hartree for the sharp edge and −0.07912 hartree for the graded one, a change of less than 0.0001 hartree, so W and D change by the same amount to that accuracy.

The same reasoning applies to different faces of one crystal. The cell mean ⟨v⟩ is a volume average and does not depend on the direction in which planes are drawn. The faces therefore share the same μ̄, and their work functions differ through D.

The individual values of D and μ̄ nevertheless depend on how the interior charge is described. Suppose each point nucleus is replaced by a spherical charge cloud of equal total charge, as a model of the ion may do, while an added short-range potential keeps the total potential felt by the electrons unchanged. Outside the cloud its electrostatic potential is the same as before, but inside it is different. The mean ⟨v⟩ then shifts by some constant b, while v(∞) and μ do not. Both D and μ̄ change by −b, and W = D − μ̄ is unaffected. A comparison of barriers therefore needs the same description of the ions on both sides; a comparison of work functions does not.

The numbers found here belong to jellium with an approximate exchange-correlation energy. They leave out the ionic lattice and its relaxation at the surface, so they are not predictions for a particular metal. The separation W = D − μ̄ does not rest on those simplifications. It needs a metallic bulk, a neutral surface without macroscopic fields, and a uniform region of the face wide enough for v(∞) to be defined. That μ̄ is a bulk quantity needs in addition the condition of (b): the exchange-correlation potential deep inside is determined by the density nearby.

Numerical values quoted here were computed with a short program.
